\section*{Landau-Khalatnikov relaxation time of a hafnia film, and its limits}

\section*{Problem}

A ferroelectric film has viscosity $\rho=0.1\ \Omega\,\mathrm{m}$. Its inverse susceptibility at zero polarization has magnitude $10^{9}\ \mathrm{m/F}$ and is negative, as negative capacitance at that polarization requires. The film is 10 nm thick and its spontaneous polarization is $P_s=20\ \mu\mathrm{C/cm^2}$.

(a) Estimate the Landau-Khalatnikov time and say what motion it describes.

(b) How long does the polarization take to grow from $0.01P_s$ to $0.9P_s$ at zero field, and to go from $-P_s$ to $P_s$ in a field of 1.5 MV/cm?

(c) What does a series resistance do to the estimate?

(d) A dielectric of relative permittivity 3.9, 1 nm or 0.5 nm thick, is put in series to stabilize the state $P=0$. How fast does that state relax?

(e) Which neglected effects matter most?

\section*{Solution}

\subsection*{(a) The time scale}

Let $P$ be the polarization normal to the film, uniform throughout it, and let $E$ be the field in the film. The energy density is
\begin{equation}
u(P)=\tfrac12 aP^2+\tfrac14 bP^4-EP,\qquad a<0,\quad b>0 .
\end{equation}
In the overdamped law the polarization moves down the energy slope at a speed limited by $\rho$:
\begin{equation}
\rho\frac{dP}{dt}=-\frac{\partial u}{\partial P}=E-aP-bP^3 .
\label{lk}
\end{equation}
At a stationary point $P_0$ the field satisfies $E=aP_0+bP_0^3$. Put $P=P_0+\delta$ and hold $E$ fixed. The constant terms cancel, and to first order in $\delta$
\begin{equation}
\rho\frac{d\delta}{dt}=-\kappa\delta,\qquad \kappa=a+3bP_0^2,\qquad
\delta(t)=\delta(0)e^{-\kappa t/\rho}.
\end{equation}
Here $\kappa=dE/dP$ is the inverse susceptibility at $P_0$. The time for a change by a factor $e$ is therefore
\begin{equation}
\tau=\frac{\rho}{|\kappa|}
=\frac{0.1\ \Omega\,\mathrm m}{10^9\ \mathrm{m/F}}
=10^{-10}\ \Omega\,\mathrm F=0.1\ \mathrm{ns},
\end{equation}
since an ohm farad is a second.

The sign of $\kappa$ decides what happens in this time. If $\kappa>0$, a disturbance decays. Here $\kappa=a<0$ at $P=0$, so a disturbance grows: 0.1 ns is the growth time of an instability. Relaxation takes place in the wells. At $E=0$ they lie where $a+bP^2=0$, so $P_s^2=|a|/b$ and
\begin{equation}
\kappa_{\rm well}=-|a|+3b\frac{|a|}{b}=2|a|,\qquad
\tau_{\rm well}=\frac{\rho}{2|a|}=0.05\ \mathrm{ns}.
\end{equation}
The energy convention matters too. If the quadratic term is written $\alpha P^2$, then $a=2\alpha$, and a quoted $\alpha$ must be doubled before it is used as an inverse susceptibility. Below, $\tau$ means $\rho/|a|=0.1$ ns.

\subsection*{(b) From a growth time to a switching time}

With $p=P/P_s$, $E=0$ and $bP_s^2=|a|$, equation \eqref{lk} becomes
\begin{equation}
\tau\frac{dp}{dt}=p-p^3=p(1-p^2).
\end{equation}
Separate the variables and use $1/[p(1-p^2)]=1/p+p/(1-p^2)$. Integration from $p_0$ to $p_1$, both between 0 and 1, gives
\begin{equation}
\begin{aligned}
\frac{t}{\tau}&=\left[\ln p-\tfrac12\ln(1-p^2)\right]_{p_0}^{p_1}\\
&=\ln\frac{p_1}{p_0}+\frac12\ln\frac{1-p_0^2}{1-p_1^2}.
\end{aligned}
\end{equation}
For $p_0=0.01$ and $p_1=0.9$ this is $4.50+0.83=5.33$, so $t=0.53$ ns. The time grows logarithmically as the seed shrinks; from $p_0=0$ the deterministic law never leaves the hilltop.

A field can drive the film out of a well if it exceeds the largest value of $aP+bP^3$ on the negative branch. The derivative $-|a|+3bP^2$ vanishes at $P=-P_s/\sqrt3$, where
\begin{equation}
E_c=\frac{|a|P_s}{\sqrt3}-\frac{bP_s^3}{3\sqrt3}
=\frac{2|a|P_s}{3\sqrt3}=0.77\ \mathrm{MV/cm}.
\end{equation}
The drive of 1.5 MV/cm is above this. From \eqref{lk}, the time is
\begin{equation}
t_{\rm sw}=\int_{-P_s}^{P_s}\frac{\rho\,dP}{E-aP-bP^3}.
\end{equation}
With $b=|a|/P_s^2=2.5\times10^{10}\ \mathrm{m^5/(F\,C^2)}$, numerical quadrature gives 0.31 ns, or about $3\tau$. As $E$ falls towards $E_c$, the denominator approaches zero at $P=-P_s/\sqrt3$ and the time diverges.

\subsection*{(c) Series resistance}

Let a resistance $R$ join the film, of area $A$ and thickness $t_F$, to a source at zero voltage. The electrode charge per area is $D=P+\epsilon_bE$, where $\epsilon_b$ is the background permittivity that responds at once. The voltages sum to zero:
\begin{equation}
RA\frac{dD}{dt}+t_FE=0
\quad\Longrightarrow\quad
r\frac{d}{dt}(P+\epsilon_bE)=-E,\qquad r=\frac{RA}{t_F}.
\end{equation}
For small $P$ varying as $e^{st}$, equation \eqref{lk} gives $E=(\rho s+a)P$. Insert this and divide by $P$:
\begin{equation}
rs\,[1+\epsilon_b(\rho s+a)]+\rho s+a=0 .
\end{equation}
With $a=-|a|$, collecting powers of $s$ gives
\begin{equation}
r\epsilon_b\rho s^2+\left[\rho+r(1-\epsilon_b|a|)\right]s-|a|=0 .
\label{circuit}
\end{equation}
For $\epsilon_b=0$ the growth time is $1/s=(\rho+r)/|a|$: the circuit simply adds to the viscosity. A background permittivity reduces the charge that must pass through the resistor, because $E=aP$ opposes $P$ in slow motion.

Take $\epsilon_b=20\epsilon_0$, a rough value, so that $\epsilon_b|a|=0.18$. A square cell of side 50 nm with $R=10\ \mathrm{k}\Omega$ has $r=0.0025\ \Omega\,\mathrm m$, and the positive root of \eqref{circuit} gives 0.10 ns. A square test capacitor of side $50\ \mu\mathrm m$ with $R=50\ \Omega$ has
\begin{equation}
r=\frac{50\times(50\times10^{-6})^2}{10^{-8}}=12.5\ \Omega\,\mathrm m,
\end{equation}
which is 125 times $\rho$. Its growth time is 12.6 ns without the background term and 10.4 ns with it. Uniform growth in such a capacitor is therefore limited mainly by the circuit. Wide regions of opposite $P$ whose charges cancel need no current through the resistor: they leave $E=0$ and can still grow in the time $\tau$.

\subsection*{(d) The stabilized stack}

Now short the film in series with a dielectric of thickness $t_D$ and permittivity $\epsilon_D$, with no resistance and no free charge at the interface. Zero total voltage gives $E_D=-t_FE/t_D$. Continuity of displacement then gives
\begin{equation}
P+\epsilon_bE=\epsilon_DE_D=-\epsilon_D\frac{t_F}{t_D}E .
\end{equation}
Solving for the field in the film,
\begin{equation}
E=-kP,\qquad k=\frac{1}{\epsilon_b+\epsilon_Dt_F/t_D}.
\end{equation}
This depolarizing field adds $k$ to the curvature. Near $P=0$,
\begin{equation}
\rho\frac{dP}{dt}=-(k-|a|)P,\qquad
\tau_{\rm stack}=\frac{\rho}{k-|a|}\quad(k>|a|).
\end{equation}
For $t_D=1$ nm, $k=1.914\times10^9$ m/F, so
\begin{equation}
\tau_{\rm stack}=\frac{0.1}{(1.914-1)\times10^9}\ \mathrm s=0.11\ \mathrm{ns}.
\end{equation}
The closeness to $\tau$ is an accident of this thickness, for which $k$ is nearly $2|a|$. For $t_D=0.5$ nm, with the other parameters held fixed, $k=1.152\times10^9$ m/F and the time rises to 0.66 ns. These times hold for small $P$ only. For $t_D=0.5$ nm the cubic term changes the restoring force by 10\% already at $|P|=0.12P_s$. The field in the dielectric, of magnitude $k|P|t_F/t_D$, reaches a rough breakdown value of 10 MV/cm near $|P|=0.25P_s$ for either thickness. Layers this thin also pass tunnelling current, so free charge can collect at the interface over longer times and screen the depolarizing field, and the bulk permittivity is only a rough value for them.

Setting $k=|a|$ gives the stability limit
\begin{equation}
t_D^*=\frac{\epsilon_Dt_F}{1/|a|-\epsilon_b}=0.42\ \mathrm{nm}.
\end{equation}
The linear restoring force vanishes there and the exponential relaxation time diverges; a thinner dielectric leaves $P=0$ unstable. In the opposite limit of a thick dielectric, $k\to1/\epsilon_b$ and
\begin{equation}
\tau_{\rm stack}\to\tau\frac{\epsilon_b|a|}{1-\epsilon_b|a|}
=0.1\times\frac{0.177}{0.823}\ \mathrm{ns}=0.02\ \mathrm{ns}.
\end{equation}

\begin{center}
\begin{tabular}{lr}
\hline
Case & Time (ns)\\
\hline
Growth from $P=0$, fixed field & 0.10\\
Relaxation in a well & 0.05\\
$0.01P_s$ to $0.9P_s$, zero field & 0.53\\
$-P_s$ to $P_s$ at 1.5 MV/cm & 0.31\\
Growth, $50\ \mu\mathrm m$ capacitor with $50\ \Omega$ & 10.4\\
Stack relaxation, $t_D=1$ nm & 0.11\\
Stack relaxation, $t_D=0.5$ nm & 0.66\\
\hline
\end{tabular}
\end{center}
The first two rows, the fifth and the last two are times for a factor $e$; the third and fourth are durations between stated polarizations.

\subsection*{(e) What the uniform model leaves out}

\paragraph{Domains.} The stack in (d) is stable against uniform changes of $P$, but $P$ may also vary along the film. Take $P(x)=P_q\cos qx$, unchanged through the thickness $0<z<t_F$. There is then no bound charge inside the film, and the potential $\phi(z)\cos qx$ satisfies $\phi''=q^2\phi$ in both layers, taking the background response as isotropic. With metal at $z=0$ and $z=t_F+t_D$ and interface amplitude $\Phi$, the solutions are
\begin{equation}
\phi_F=\Phi\frac{\sinh qz}{\sinh qt_F},\qquad
\phi_D=\Phi\frac{\sinh q(t_F+t_D-z)}{\sinh qt_D}.
\end{equation}
Continuity of the normal displacement at $z=t_F$ requires
\begin{equation}
P_q-\epsilon_bq\Phi\coth qt_F=\epsilon_Dq\Phi\coth qt_D .
\end{equation}
The mean field amplitude in the film is $-\Phi/t_F=-k(q)P_q$, with
\begin{equation}
k(q)=\frac{1}{t_Fq\,[\epsilon_b\coth qt_F+\epsilon_D\coth qt_D]}.
\end{equation}
As $q\to0$, $\coth qt\to1/(qt)$ and the $k$ of part (d) returns. At large $q$, $k(q)$ falls as $1/q$: opposite bound charges lie close together, so their fields cancel except within a distance of about $1/q$ from the interface.

A gradient energy $\tfrac12g|\nabla P|^2$ adds $gq^2$ to the curvature, so this pattern has the growth rate
\begin{equation}
s_q=\frac{|a|-k(q)-gq^2}{\rho}.
\end{equation}
The true pattern may vary through the thickness. The linear problem is symmetric, so its largest growth rate is at least the value found from this trial pattern. For $t_D=1$ nm and a rough $g=10^{-10}\ \mathrm{m^3/F}$, a numerical scan over $q$ finds the largest $s_q$ at $q=1.29\ \mathrm{nm^{-1}}$, with domains $\pi/q=2.4$ nm wide and growth time $1/s_q=0.21$ ns. This is an upper bound on the growth time, and not a tight one. A pattern $\cos qx\,\cos k_zz$ with $k_z=\pi/(2t_F)$ vanishes at the interface and spreads its bound charge through the film. For $q\gg k_z$ its depolarizing curvature is about $k_z^2/(\epsilon_bq^2)$, and the least value of $k_z^2/(\epsilon_bq^2)+gq^2$ is $2k_z\sqrt{g/\epsilon_b}=0.24\times10^9$ m/F, at $q\approx1.1\ \mathrm{nm^{-1}}$. The uniform state therefore relaxes in 0.11 ns against uniform disturbances while breaking into domains about 3 nm wide in about 0.13 ns per factor $e$. In a laterally large film, the thickness-independent pattern alone needs $g$ of about $9\times10^{-10}\ \mathrm{m^3/F}$ to be stable; with variation through the thickness allowed, the threshold rises to about $2\times10^{-9}\ \mathrm{m^3/F}$. Domains this narrow span only a few unit cells, so the continuum numbers are rough, but they show that $k>|a|$ alone does not guarantee a stable uniform stack.

\paragraph{Inertia.} Suppose that the four oxygen ions in an assumed switching cell of volume $v=0.135\ \mathrm{nm^3}$ move together, each with mass $m$ of 16 atomic mass units and charge of magnitude $2e$. A displacement $w$ gives $P=4(2e)w/v$, and $m\ddot w=2eE$ then gives $E=L\ddot P$ with
\begin{equation}
L=\frac{mv}{4(2e)^2}=8.7\times10^{-18}\ \Omega\,\mathrm{m\,s}.
\end{equation}
Adding $L\ddot P$ to the left of \eqref{lk} changes the growth equation to $Ls^2+\rho s-|a|=0$. With $x=s\tau$ it reads $\eta x^2+x-1=0$, where $\eta=L|a|/\rho^2=9\times10^{-7}$, so $x\approx1-\eta$. Inertia is negligible at this $\rho$; since $\eta\propto1/\rho^2$, it would become of order one near $\rho=10^{-4}\ \Omega\,\mathrm m$. Without viscosity the growth time would be $\sqrt{L/|a|}=0.09$ ps, so the 0.1 ns comes from the assumed $\rho$.

\paragraph{Temperature and heat.} In a well of the 50 nm cell, of volume $V$, equipartition gives $\tfrac12(2|a|)V\langle\delta^2\rangle=\tfrac12k_BT$. At 300 K the rms fluctuation is
\begin{equation}
\sqrt{\frac{k_BT}{2|a|V}}=0.0014\,P_s ,
\end{equation}
so thermal noise barely blurs the polarization averaged over the cell. Fluctuations within small regions of the film can be much larger. If $|a|$ falls linearly to zero at an assumed 700 K, warming from 300 to 358 K at fixed $\rho$ multiplies $\tau$ by $400/342$, giving 0.117 ns. The driven reversal in (b) dissipates
\begin{equation}
\int\rho\dot P^2dt=\int_{-P_s}^{P_s}(E-aP-bP^3)\,dP=2P_sE=60\ \mathrm{J/cm^3},
\end{equation}
because the odd terms integrate to zero. With a rough heat capacity of $2.7\ \mathrm{J/(cm^3\,K)}$ and no heat loss, the film warms by 22 K between these two polarizations. The overshoot past $P_s$ while the field stays on, and the return when it is removed, add more heat: if the field is held until $P$ settles at $1.26P_s$, the total is $E(1.26P_s+P_s)=68\ \mathrm{J/cm^3}$, or 25 K. Repeated fast switching therefore needs a path for the heat.

\paragraph{Real hafnia capacitors.} The thickness, polarization and coercive field are in the rough range of ferroelectric hafnium-zirconium oxide films. The drive stays below a rough breakdown field of 4 MV/cm, though repeated cycling can cause failure at lower fields. The viscosity is an uncertain input: it is an effective parameter, and $\tau$ is proportional to it. The assumption most clearly broken is uniform reversal. Real films are polycrystalline and usually switch by nucleation and growth of domains, with a spread of local fields. Switching can then take much longer than the driven time in (b), and it can also occur below the uniform $E_c$, where this model never switches. The ratio $\rho/|a|$ predicts neither effect. The value 0.1 ns is thus the local time scale of the uniform model for the given $\rho$, to be combined with circuit and domain effects before it is compared with a device.

Numerical values quoted here were computed with a short program.
